# Why the centre of a polarization loop is not zero polarization

## Two films and one measured charge

Take a ferroelectric film between two ideal metal plates, with no other layer. At zero voltage the field in the film is zero, whatever its polarization, and the charge per area on the top plate equals $P$, counted positive when it points from the top plate to the bottom one. The zero of $P$ is the nonpolar reference structure, from which each state is reached along the switching path considered.

In film A every grain switches, and at zero voltage the polarization is either $-18$ or $+18$ µC/cm². Film B has the same switching grains and, in addition, pinned grains that contribute a constant $+6$ µC/cm². Its two states are $-12$ and $+24$ µC/cm².

Switch both films from the lower state to the upper one. The charge that flows is

$$
18-(-18)=36,\qquad 24-(-12)=36\ \text{µC/cm}^2 .
$$

The integrator reads 36 in both cases. If the loop is now centred, half of 36 is put above the axis and half below, and both films are reported as $\pm18$ µC/cm². For film A this is right. For film B both values are wrong by 6 µC/cm², although no charge was measured wrongly.

The reason is the lower limit of the integral. If $j$ is the current density into the top plate and $q$ the charge per area on it, then without leakage

$$
Q(t)=\int_0^t j\,dt'=q(t)-q(0).
$$

The instrument delivers $Q$; the number $q(0)$ is not in the data. Centring replaces it by a convention.

## The same counter-example with an interface layer

A real film may have a nonpolar layer at an electrode, and then the polarization changes the field in the film. One might hope that this field betrays the pinned part, so the case must be worked out.

From top to bottom the stack has an interface layer (thickness $d_i$, permittivity $\varepsilon_i$, field $E_i$), a sheet of trapped charge $\sigma$, and the ferroelectric (thickness $d_f$, background permittivity $\varepsilon_b$, field $E_f$). Here $P$ is the polarization beyond the linear background response. Fields are averaged over the film area, and the electrodes have equal work functions. Gauss's law at the top plate and at the charged sheet, and the sum of the voltages, read

$$
q=\varepsilon_0\varepsilon_iE_i,\qquad
\varepsilon_0\varepsilon_bE_f+P-q=\sigma,\qquad
V=d_iE_i+d_fE_f .
$$

Define $C_i=\varepsilon_0\varepsilon_i/d_i$ and $C_f=\varepsilon_0\varepsilon_b/d_f$. The first equation gives $d_iE_i=q/C_i$, and the second gives $d_fE_f=(q+\sigma-P)/C_f$. Their sum is

$$
V=q\left(\frac1{C_i}+\frac1{C_f}\right)-\frac{P-\sigma}{C_f}.
$$

With $1/C=1/C_i+1/C_f$, multiplication by $C$ gives

$$
q=CV+\kappa(P-\sigma),\qquad \kappa=\frac{C}{C_f}=\frac{C_i}{C_i+C_f}. \tag{1}
$$

For the field, insert (1) in $\varepsilon_0\varepsilon_bE_f=q-(P-\sigma)$ and use $1-\kappa=C_f/(C_i+C_f)=C/C_i$:

$$
\varepsilon_0\varepsilon_bE_f=C\left[V-\frac{P-\sigma}{C_i}\right]. \tag{2}
$$

For a vanishing interface layer, $C_i\to\infty$ and $\kappa\to1$: the field no longer depends on $P$, as in the opening case.

The example uses $d_i=0.5$ nm, $d_f=9.5$ nm, $\varepsilon_i=25$ and $\varepsilon_b=30$, so that $C=2.63$ µF/cm², $C_i=44.27$ µF/cm² and $\kappa=0.9406$. The drive is a triangular wave of 3 V and 1 kHz. Each grain relaxes towards the direction of $E_f$ at the Merz rate $\tau_0^{-1}\exp(-E_a/|E_f|)$, with $\tau_0=1$ ns. The activation fields $E_a$ of the switchable grains are spread around 13 MV/cm; those of the pinned grains are 200 MV/cm. At 3 MV/cm a pinned grain then has a rate of about $10^{-20}$ per second, and it stays as it is.

Three films have their pinned grains all up (positive $P$), balanced, or all down. Trapped charge compensates the pinned part. After the positive voltage peak, back at $V=0$, the simulation gives, in µC/cm²:

| Pinned grains | $\sigma$ | Centred reading | True $P$ | True centre |
|---|---:|---:|---:|---:|
| up | 6 | 16.93 | 24 | 6 |
| balanced | 0 | 16.93 | 18 | 0 |
| down | −6 | 16.93 | 12 | −6 |

The three currents agree to about $10^{-13}$ of the peak current, which is rounding error. The reading is $\kappa\times18=16.93$ µC/cm². Division by $\kappa$ restores the switching part, 18 µC/cm², but not the constant.

The height of the uncentred loop does not help either. The balanced film was started once with its switchable grains down and once with them up. In the last of three cycles the raw loops were centred at $+16.93$ and $-16.93$ µC/cm². The film and its steady cycle were the same; the integrator had been reset in a different state.

## The general statement and its proof

**Changes.** For constant $\sigma$ and no leakage, subtract (1) at time 0 from (1) at time $t$. The charge $\sigma$ cancels, and

$$
P(t)-P(0)=\frac{Q(t)-C\,[V(t)-V(0)]}{\kappa}. \tag{3}
$$

The current determines every change of $P$, provided that $C$ and $\kappa$ are known.

**The constant.** Write $P(t)=P_0+p(t)$, where $P_0$ is the pinned part and $p$ the switching part. Let the evolution of $p$ depend on $E_f$ and on the state of the switching grains, and let this law fix $p(t)$ uniquely from its initial state. Compare two films with the same voltage and the same initial switching state, of which the second has

$$
P_0\to P_0+c,\qquad \sigma\to\sigma+c .
$$

The difference $P-\sigma=P_0-\sigma+p$ is the same function of $p$ in both films. By (2), so is $E_f$. Both switching parts therefore obey the same equation with the same initial state, and $p(t)$ is the same at all times. By (1), $q(t)$ is the same, and so is the current $dq/dt$. The true polarizations differ by $c$ throughout. Since $V(t)$ was not specified, no choice of waveform separates the two films within this model.

The proof also shows that knowledge of $q(0)$ would not be enough here. Equation (1) would then yield $P-\sigma$, and the trapped charge would still be missing.

**Moving trapped charge.** Suppose that current densities $J_i(E_i)$ and $J_f(E_f)$ flow through the two layers. Then

$$
\frac{d\sigma}{dt}=J_i(E_i)-J_f(E_f),\qquad j=\frac{dq}{dt}+J_i(E_i).
$$

Both fields still depend on $V$ and $P-\sigma$ alone, so both films have the same $d\sigma/dt$; their trapped charges keep the difference $c$, and the currents remain equal. In a simulation with an ohmic interface layer, of chosen conductivity $8\times10^{-8}$ S/m, and a blocking ferroelectric, $\sigma$ moved over a range of 3.64 µC/cm² during the three cycles, and the currents still agreed to about $10^{-13}$ of the peak.

The equivalence fails if the injection law contains $\sigma$ itself, for instance because traps fill up. With the conductivity multiplied by $1-(\sigma/\sigma_t)^2$, the same pair of films differed by up to 5.9% of the peak current for a chosen $\sigma_t=10$ µC/cm², and by 1.6% for $\sigma_t=20$ µC/cm². The current then carries some information about the trapped charge, but a law for the traps is needed to read it.

## Does a sideways shift reveal the pinned part?

If the pinned part is not compensated, the loop does move, along the voltage axis. In (2), a constant $P_0-\sigma$ acts as if $V$ were replaced by $V-(P_0-\sigma)/C_i$. When every cycle saturates the switchable grains, both coercive voltages therefore move by

$$
\Delta V=\frac{P_0-\sigma}{C_i}=\frac{6\ \text{µC/cm}^2}{44.27\ \text{µF/cm}^2}=0.136\ \text{V}.
$$

Here the coercive voltages are the zero crossings of the loop after subtraction of $CV$ and centring. In the simulation they are $\pm1.253$ V for the balanced film, and $1.388$ and $-1.117$ V for the film with pinned grains up and $\sigma=0$; the finite time step affects these values by about 1 mV. Their midpoint has moved by 0.136 V, as calculated.

Yet a film with balanced pinned grains and $\sigma=-6$ µC/cm² has the same $P_0-\sigma$. Its current agrees with that of the shifted film to about $10^{-13}$ of the peak, while the true centres are 0 and 6 µC/cm². In this laterally averaged model the shift measures $P_0-\sigma$, not $P_0$.

## What can supply the constant

One source is symmetry. Suppose it is known that states half a period apart are mirror images, $P(t+T/2)=-P(t)$. Then the largest and smallest values of $P$ are opposite, and their midpoint is zero. This is a premise about the film. A symmetric loop does not prove it: the first and third films of the table have symmetric loops and centres at $\pm6$ µC/cm².

Another source is an unbroken charge count to a state of known polarization. Take the first film at the end of a cycle, at $V=0$, where $P=-12$ and $\sigma=6$ µC/cm², and heat it until $P=0$. Let the permittivities stay fixed. By (1), the charge per area that flows into the top plate depends on the fate of $\sigma$:

- If $\sigma$ stays, the charge is $-\kappa P=0.9406\times12=11.29$ µC/cm². Division by $\kappa$ gives the correct $P=-12$.
- If $\sigma$ drains to the bottom plate, it is $-\kappa(P-\sigma)=16.93$ µC/cm². The balanced film releases the same amount, so the pinned part is missed.
- If $\sigma$ drains to the top plate, 6 µC/cm² leaves through the top contact, and the count is $16.93-6=10.93$ µC/cm².

A known final state is therefore enough by itself for an exact value only if the trapped charge is known to have stayed. With $\sigma\neq0$ the fixed permittivities matter too: if $\varepsilon_b$ rises to 100 on heating while $\sigma$ stays, the same division gives $-12.73$ µC/cm². If it drained, its path must be known. For the bottom plate its amount is needed too, since ignoring it gives $-18$ instead of $-12$ µC/cm². For the top plate the amount matters little here: division of the count by $\kappa$ gives $P=-11.62$ µC/cm².

## The model beside a real film

The thickness, the permittivity, a switched charge of a few tens of µC/cm² and a coercive field near 1 MV/cm are in the rough range of ferroelectric hafnium-zirconium oxide. The pinned 6 µC/cm² is a chosen value. The mean peak field of 3 MV/cm is two thirds of an assumed rough breakdown field of 4.5 MV/cm, but the interface field reaches 11.2 MV/cm in the balanced film and more in the uncompensated one. A fixed $\sigma$ is therefore the weakest assumption: charge can be expected to cross such a layer. A lasting change of $\sigma$ by 3.64 µC/cm², as large as the swing found above, would move the loop sideways by $3.64/44.27=0.08$ V, which is more than half of the calculated shift. The swing is nearly proportional to the chosen conductivity: it is 0.85 µC/cm² (0.02 V) at $2\times10^{-8}$ S/m and 7.5 µC/cm² (0.17 V) at $1.6\times10^{-7}$ S/m.

Lateral averaging is the second weak point. It requires grains much narrower than the interface layer is thick, here 0.5 nm, whereas real grains are commonly several nanometres wide or more. Much wider grains act as separate columns: the field of a pinned grain hardly enters its neighbours, and an uncompensated pinned part causes almost no shift of their switching voltage. For a pattern of stripes 10 nm wide, one pinned at 24 µC/cm² (6 µC/cm² on average) and three switchable, the electrostatics of the same two layers gives the switchable stripes an average shift of only about 0.02 V instead of 0.136 V. The proof then applies column by column, with the compensating charge placed on the pinned grains themselves.

Unequal work functions of the electrodes, excluded in the model, also move the loop sideways: a difference of 0.136 eV would do so by as much as the whole calculated shift.

The remaining effects considered here are smaller over one cycle. The vacuum term $\varepsilon_0E$, by which displacement and total polarization differ, is 0.27 µC/cm² at the peak when averaged over the thickness of the stack. An ohmic leakage with an assumed peak of 1 mA/cm² adds 0.25 µC/cm² per half cycle, and an assumed series resistance of 50 Ω drops 1.8 mV. An amplifier offset of 1 nA on an area of $10^4$ µm² adds 0.01 µC/cm² per cycle. In 600 cycles this drift equals the whole pinned part, which limits how long an unbroken charge count can be trusted. The numerical output lists these values with their inputs.

## Values computed for the example and the checks

```
interface / ferroelectric thickness: 0.5 / 9.5 nm
interface / background permittivity: 25 / 30
peak voltage: 3.0 V
frequency: 1.0 kHz
switchable polarization: 18.0 uC/cm2
pinned polarization if aligned: 6.0 uC/cm2
mean activation field: 13.0 MV/cm
spread parameter of activation field: 1.8 MV/cm
pinned activation field: 200 MV/cm
Merz time constant: 1.0 ns
series capacitance C: 2.630 uF/cm2
interface capacitance C_i: 44.27 uF/cm2
kappa: 0.9406 (no unit)
film up: sigma 6.0, centred reading at V=0 after + peak 16.93, true P 24.00, true centre 6.00 uC/cm2
film balanced: sigma 0.0, centred reading at V=0 after + peak 16.93, true P 18.00, true centre -0.00 uC/cm2
film down: sigma -6.0, centred reading at V=0 after + peak 16.93, true P 12.00, true centre -6.00 uC/cm2
current mismatch up, down vs balanced: 9e-14, 9e-14
raw loop centre, started down: 16.93 uC/cm2
raw loop centre, started up: -16.93 uC/cm2
coercive voltages, balanced: [ 1.253 -1.253] V
coercive voltages, pinned up without sigma: [ 1.388 -1.117] V
horizontal shift, simulated: 0.1355 V
horizontal shift, formula: 0.1355 V
true centre, pinned up without sigma: 6.00 uC/cm2
true centre, sheet charge only: -0.00 uC/cm2
current mismatch of these two films: 9e-14
current mismatch, shifted vs balanced: 30.7 % of peak
injection: swing of sigma: 3.64 uC/cm2
injection: current mismatch: 1e-13
trap filling: current mismatch: 5.91 % of peak
film up before heating, P: -12.00 uC/cm2
heating charge, sigma held: 11.29 uC/cm2
heating charge, sigma to bottom: 16.93 uC/cm2
heating charge, sigma to top: 10.93 uC/cm2
heating charge, balanced film: 16.93 uC/cm2
vacuum term eps0*E at peak: 0.27 uC/cm2
mean peak field: 3.00 MV/cm
assumed rough breakdown field: 4.5 MV/cm
peak interface field: 11.2 MV/cm
assumed peak leakage: 1.0 mA/cm2
ohmic leakage charge per half cycle: 0.250 uC/cm2
capacitor area: 10000 um2
assumed amplifier offset: 1.0 nA
offset drift per cycle: 0.010 uC/cm2
cycles for drift equal to pinned part: 600 cycles
peak current: 35.3 uA
assumed series resistance: 50 ohm
series voltage drop: 1.77 mV
```
